Predeposited dopants for an abrupt doping onset under surface segregation

**Question**

I want to grow a silicon film by molecular beam epitaxy with a constant antimony density of 10¹⁸ cm⁻³, starting right at the interface. I open the silicon and antimony shutters together, with the antimony flux set to density times growth rate. As I understand it, the doping then comes up late, because antimony prefers to ride on the growing surface.

The exercise says that the segregation length is 10 nm, and asks me to show that 10¹² antimony atoms per cm² must be put down before growth starts. I can see that 10¹⁸ cm⁻³ times 10 nm gives that number, but not why it is required. Couldn't I just raise the antimony flux at the beginning? And what happens to those extra atoms afterwards?

**Answer**

The multiplication is right. What it lacks is the reason that the surface population controls the doping, and that follows from counting atoms.

**What the segregation length says**

Let n be the number of dopants per area riding on the surface, N the volume density being buried at that moment, R the growth rate and F the dopant flux. The segregation length L is defined by

N = n/L.

I take L as constant. This requires a fixed temperature and growth rate, and a surface so dilute that dopants do not affect one another. I also neglect re-evaporation and diffusion in the finished crystal for now, and "doping" means buried atoms, not free electrons.

The film does not take its dopants straight from the beam. It takes them from the surface population, at a rate proportional to that population. As long as the surface is nearly empty, the film therefore grows almost undoped, even with the beam on.

**The balance of atoms**

In a time dt the film thickens by dz = R dt. The beam adds F dt atoms per area, and burial removes N dz = (n/L) dz. Hence

dn = F dt − (n/L) dz.

Dividing by dz, with dt/dz = 1/R, gives

dn/dz = F/R − n/L.

**Why the predeposit is required**

Let n_pre be the dopant density on the surface when growth starts. A finite flux adds only F dt in a time dt, which vanishes as dt → 0, so n cannot jump. The first material grown therefore has the density

N(0⁺) = n_pre/L.

If this is to equal the wanted density N₀, then

n_pre = N₀L.

This holds for any finite flux. With 10 nm = 10⁻⁶ cm,

n_pre = (10¹⁸ cm⁻³)(10⁻⁶ cm) = 10¹² cm⁻².

If an earlier layer has left dopants on the surface, they count towards this number.

**Why it is also sufficient**

For N to stay at N₀, n must stay at N₀L. Then dn/dz = 0, and the balance gives 0 = F/R − N₀, so

F = N₀R.

That is the flux you chose. To see what it does with any predeposit, insert it in the balance:

dn/dz = N₀ − n/L = −(n − N₀L)/L.

Since N₀L is constant, the difference u = n − N₀L obeys du/dz = −u/L, so u(z) = u(0) exp(−z/L). With u(0) = n_pre − N₀L, dividing n by L gives

N(z) = N₀ + (n_pre/L − N₀) exp(−z/L).

The exponential term vanishes at all depths if n_pre = N₀L, and otherwise it does not. A dose 10% too small makes the film start 10% below N₀, and the error fades over the length L.

**What happens without it**

For n_pre = 0,

N(z) = N₀[1 − exp(−z/L)].

The density reaches 90% of N₀ when exp(−z/L) = 0.1, that is, at

z = L ln 10 = 23 nm.

The number of atoms missing from the profile is

∫₀^∞ (N₀ − N) dz = N₀ ∫₀^∞ exp(−z/L) dz = N₀L = 10¹² cm⁻².

They have not been lost. They are the population that had to build up on the surface before burial could keep pace with the beam. Predeposition supplies this population in advance.

The flat profile with the full predeposit can also be checked by following single atoms. In a random simulation, 200,000 atoms started on the surface and 1,000,000 more arrived evenly during 50 nm of growth. Each was buried after a further growth drawn from an exponential distribution of mean L, which is the small-step limit of burial with probability dz/L per step dz. Ten slices of 5 nm should then hold 100,000 atoms each. The largest deviation was 0.73%, or 2.3 times the simple counting noise √100,000.

**Can a stronger flux replace it?**

It can shorten the delay. Suppose you start with an empty surface and a flux gN₀R, with g > 1. The balance becomes dn/dz = gN₀ − n/L, whose solution with n(0) = 0 is

n(z) = gN₀L[1 − exp(−z/L)].

This reaches N₀L when exp(−z/L) = 1 − 1/g, so at the depth

z_g = L ln[g/(g − 1)].

At that depth the flux must be cut back to N₀R, or the density climbs on towards gN₀. For g = 2 the delay is L ln 2 = 6.9 nm. For large g, ln[g/(g − 1)] = −ln(1 − 1/g) ≈ 1/g, and the delay shrinks as L/g. The dose supplied by then is gN₀z_g, which tends to N₀L. The limit of an infinitely strong, infinitely short burst is thus the predeposit itself.

In practice you pause the silicon and leave the antimony on. At the growth flux F = N₀R = 10¹⁰ cm⁻² s⁻¹, for R = 0.1 nm/s, the pause lasts

N₀L/F = L/R = (10 nm)/(0.1 nm/s) = 100 s.

**Where the extra atoms go**

They remain on the surface as a floating stock: individual atoms are buried and replaced, but the number stays at N₀L. When you close the antimony shutter and continue the silicon, F = 0 and dn/dz = −n/L. With z′ measured from that point,

N(z′) = N₀ exp(−z′/L).

This tail contains N₀L = 10¹² atoms per cm², and it takes another 23 nm to fall to a tenth of N₀. Predeposition cures the onset but not the end. For an abrupt end, the surface stock must be removed before growth continues. If cooling the sample before growth continues gives a shorter length L′, the tail becomes shorter too. But it then starts above N₀, because the same atoms are buried in less material. The starting density is N₀L/L′ as long as L′ is much larger than the thickness of an atomic layer.

**Does it matter that the crystal grows in layers?**

A little. Let each layer have thickness d, and let a fraction p of the covered dopants climb onto the new layer. Without flux, each layer then receives p times as many dopants as the one before, so p = exp(−d/L), where L is now the decay length of the tail. A steady profile must bury N₀d atoms per area in each layer.

If the atoms for a layer arrive before the exchange, n + N₀d atoms are covered and the fraction 1 − p stays behind:

(1 − p)(n + N₀d) = N₀d, so n = N₀d p/(1 − p).

If they arrive after it, then

(1 − p)n = N₀d, so n = N₀d/(1 − p).

For d ≪ L, 1 − p ≈ (d/L)(1 − d/2L). The second dose is then N₀(L + d/2) to leading order. The first is smaller by N₀d, hence N₀(L − d/2). For silicon (001), d = 0.136 nm, and the two doses are 9.93 × 10¹¹ and 1.007 × 10¹² cm⁻². The continuum value lies between them, within 0.7% of each.

**What to watch for with real antimony in silicon**

The exercise gives L = 10 nm without a temperature. For an example, I assume that this value belongs to growth on silicon (001) at 350 °C (623 K). The segregation length can depend strongly on temperature and growth rate, so the assumption most at risk is that you know L.

A simple exchange model shows how much this can matter. Let a covered dopant swap places with an atom of the new layer at a rate r, during the layer time τ = d/R = 1.36 s. When the reverse swap is rare, the fraction left behind is 1 − p ≈ exp(−rτ), so

L ≈ d/(1 − p) ≈ d exp(rτ).

The rate r is thermally activated and sits in an exponent, which makes L very sensitive in this model. I assumed an attempt frequency of 10¹³ s⁻¹ and a segregation energy of 0.6 eV, both round values. Then L = 10 nm requires r = 3.2 s⁻¹ and a barrier of 1.55 eV. Keeping the dose at 10¹² cm⁻² and both fluxes fixed, and letting each layer's atoms arrive before the exchange, the model gives:

- 5 K too cold: L = 4.0 nm, and the first layer has 2.5 N₀.
- 2 K too cold: L = 6.8 nm, and the first layer has 1.5 N₀.
- 2 K too hot: L = 15 nm, and the first layer has 0.66 N₀.
- 5 K too hot: L = 30 nm, and the first layer has 0.33 N₀.

These are model estimates, not measured properties of antimony. They assume that every covered dopant has exactly one layer time in which to swap. If that time varies across the surface, L can depend much less steeply on temperature. For exponentially distributed times with mean τ, 1 − p ≈ 1/(1 + rτ), so r no longer sits in an exponent. Fitted again to L = 10 nm, the same errors of −5 K and +5 K then give only about 8 nm and 12 nm. It is therefore best to measure L under your own growth conditions, for instance from the tail of a test layer, and to set the dose from that value.

The other neglected effects, for the same example:

- **Crowding.** The dose fills 0.15% of the surface sites. If that lowered r by the same fraction, L would change by rτ × 0.15%, or about 0.6%, in the exchange model.
- **Re-evaporation.** At a rate k per atom, the balance in time is dn/dt = F − Rn/L − kn. The required n_pre is still N₀L, but holding it there needs F = N₀R + kN₀L. With a rough barrier of 2.5 eV, k = 6 × 10⁻⁸ s⁻¹, against a burial rate R/L = 10⁻² s⁻¹. The correction to the flux is about 6 parts in a million.
- **Bulk diffusion.** With a rough barrier of 3.5 eV and a prefactor of 1 cm²/s, the spread during 50 nm of growth is about 2 × 10⁻⁶ nm, which is negligible.
- **Residual gas.** During the 100 s pause, carbon monoxide at 10⁻¹⁰ Torr would strike the surface 3.8 × 10¹² times per cm², more often than you deposit antimony atoms. To keep the adsorbed gas below 1% of the antimony dose, its sticking probability must be below about 0.0026. A stronger antimony flux during the pause shortens this exposure.

Finally, an abrupt atom profile does not give an equally abrupt electron profile. At 300 K the Debye length for 10¹⁸ electrons per cm³ is about 4 nm, which sets the scale over which electrons spill across the edge. Into undoped silicon the spill falls off as a power law, not exponentially: for fully ionised donors the electron density is N₀/e at the edge, a tenth of N₀ about 9 nm outside it, and still 1% of N₀ at about 50 nm. A simple estimate for isolated donors, with a rough binding energy of 0.04 eV and only the twofold spin of the lowest donor level counted, leaves roughly 80% of the electrons free. Counting the excited donor levels as well would lower this figure considerably, while interactions between donors weaken the binding and raise it, so it is only a guide. An electrical measurement can therefore show a softer onset and a lower plateau even when the antimony atoms are placed as intended. The full set of values is in the numerical output below.

Numbers as computed

```
wanted density N0 = 1.00e+18 cm^-3
segregation length L = 10.00 nm
growth rate R = 0.10 nm/s
growth temperature = 623 K
required predeposit N0*L = 1.000e+12 cm^-2
surface sites = 6.783e+14 cm^-2
coverage of predeposit = 0.147 %
dopant flux N0*R = 1.00e+10 cm^-2 s^-1
pause to predeposit at this flux = 100.0 s
no predeposit: 90% of N0 reached at 23.03 nm
no predeposit: missing atoms = 1.0000e+12 cm^-2
tail after shutter closes = 1.0000e+12 cm^-2
random burial: atoms expected per bin = 100000
random burial: largest deviation = 0.73 %
layer thickness d = 0.1358 nm
fraction rising per layer p = 0.98652
dose, arrivals before exchange = 9.9323e+11 cm^-2
dose, arrivals after exchange = 1.0068e+12 cm^-2
largest layer-model deviation = 0.68 %
assumed attempt frequency = 1.0e+13 1/s
assumed segregation energy = 0.60 eV
exchange rate for L = 10 nm: 3.173 1/s
implied exchange barrier = 1.545 eV
T error -5 K: L = 4.05 nm, first layer 2.46 N0
T error -2 K: L = 6.81 nm, first layer 1.47 N0
T error +2 K: L = 15.18 nm, first layer 0.66 N0
T error +5 K: L = 30.38 nm, first layer 0.33 N0
rough desorption barrier = 2.50 eV
desorption rate = 6.0e-08 1/s
burial rate R/L = 1.0e-02 1/s
fraction desorbed in pause = 6.0e-06
rough diffusion barrier = 3.50 eV
rough diffusion prefactor = 1.0 cm^2/s
bulk diffusion during 50 nm growth = 2.2e-06 nm
residual gas (CO, 300 K) pressure = 1.0e-10 Torr
gas molecules striking in pause = 3.83e+12 cm^-2
sticking for 1% of dopant dose = 2.6e-03
rough donor binding energy = 0.040 eV
band density of states at 300 K = 2.82e+19 cm^-3
free electrons at 300 K = 7.90e+17 cm^-3
error of nondegenerate formula = 0.17 %
Debye length at N0, 300 K = 4.09 nm
```
